When Cahn's Solute Drag Allows a Grain Boundary to Jump

The drag that solute atoms exert on a moving grain boundary rises with speed, reaches a peak and then falls. The fall is there however little solute the metal holds. If a falling drag were taken as sufficient for an instability, every trace of solute would seem to make boundaries break away suddenly during an anneal, and a grain-growth calculation would contain jumps that its own equations forbid. What matters is whether the fall in solute drag outweighs the rise in the boundary's intrinsic resistance. For Cahn's drag formula this requires

aCM > 8.

**The law and what counts as a jump**

The steady relation between driving pressure P and boundary speed v is

P = v/M + aCv/(1 + b²v²).

Here M is the intrinsic mobility, C the atomic fraction of solute far from the boundary, and a and b are positive coefficients. The first term is the resistance of the pure boundary. The second is the solute drag, which is proportional to v when bv is small and to 1/v when bv is large. Reversing v reverses P, so it is enough to treat v > 0.

Multiply the relation by bM and define

u = bv, p = bMP, k = aCM.

The product bM·v/M is u, and bM·aCv is ku. Therefore

p = F(u) = u + ku/(1 + u²).

All three quantities are dimensionless, and k alone fixes the shape of the curve.

A sudden change of pressure changes the speed suddenly in any material. A velocity jump here means something else: a discontinuous speed while the pressure changes arbitrarily slowly. M, C, a and b are held fixed during the change.

**First derivation: the slope of the curve**

By the quotient rule, the derivative of u/(1 + u²) is

[(1 + u²) − u·2u]/(1 + u²)² = (1 − u²)/(1 + u²)².

With x = u², the slope of the steady curve is

dF/du = 1 + k(1 − x)/(1 + x)².

To find how negative the second term can become, differentiate its shape with respect to x:

d/dx [(1 − x)/(1 + x)²] = [−(1 + x) − 2(1 − x)]/(1 + x)³ = (x − 3)/(1 + x)³.

The shape falls until x = 3 and rises afterwards, so its least value is (1 − 3)/4² = −1/8. Hence

smallest dF/du = 1 − k/8, reached at u = √3.

For k < 8 the slope is positive everywhere. For k = 8 it vanishes at the single point u = √3, and F still increases strictly. In both cases each pressure has one steady speed, which varies continuously with pressure. For k > 8 the curve has a falling part. Since F starts at zero and grows without limit, it has a maximum followed by a minimum, and pressures between these two values have three steady speeds.

The steady curve does not say which of the three speeds survive a disturbance. That needs a law of motion. Suppose that the actual drag G approaches its steady value G_s(v) = aCv/(1 + b²v²) in a time τ:

τ dG/dt = G_s(v) − G, with v = M(P − G).

This is a model with a single relaxation time and no boundary inertia. Differentiating v and inserting the law for G gives

τ dv/dt = Mτ dP/dt − M(G_s − G).

Because G = P − v/M, the last term equals M[P − v/M − G_s(v)]. Multiplying by b yields

τ du/dt = τ dp/dt + p − F(u).

At constant pressure, a small deviation s from a steady speed obeys

τ ds/dt = −(dF/du)s.

It decays where the curve rises and grows where it falls, so the middle speed of the three is unstable. When the pressure is raised slowly, the boundary follows the low-speed branch to the maximum, finds no steady state nearby, and accelerates to the high-speed branch. When the pressure is lowered, it stays on the high-speed branch down to the minimum. The two jumps therefore occur at different pressures, which is hysteresis.

For k ≤ 8 nothing of this kind can happen. At constant pressure, p − F(u) is positive below the one steady speed and negative above it, so the boundary approaches that speed from either side.

**Second derivation: two speeds at one pressure**

The same threshold follows without a derivative. Suppose that two different positive speeds u₁ and u₂ need the same pressure. Then F(u₂) − F(u₁) = 0. For the drag part,

u₂/(1 + u₂²) − u₁/(1 + u₁²) = [u₂ + u₂u₁² − u₁ − u₁u₂²]/[(1 + u₁²)(1 + u₂²)].

The numerator is (u₂ − u₁) − u₁u₂(u₂ − u₁) = (u₂ − u₁)(1 − u₁u₂). Dividing the whole equation by u₂ − u₁, which is not zero, leaves

1 + k(1 − u₁u₂)/[(1 + u₁²)(1 + u₂²)] = 0.

Let q = u₁u₂. The second term must be negative, so q > 1, and

k = (1 + u₁²)(1 + u₂²)/(q − 1).

The numerator expands to 1 + q² + u₁² + u₂². Since (u₂ − u₁)² > 0, the sum u₁² + u₂² exceeds 2q. The numerator is therefore greater than (1 + q)², and

k > (1 + q)²/(q − 1).

Put r = q − 1, so that 1 + q = r + 2. The right side becomes

(r + 2)²/r = r + 4 + 4/r = 8 + (r − 2)²/r ≥ 8.

Two speeds at one pressure thus require k > 8.

Conversely, for any k > 8 such a pair can be constructed. Choose q = 3. The expression for k then reads 2k = 10 + u₁² + u₂², or

u₁² + u₂² = 2k − 10.

Adding or subtracting 2q = 6 gives

(u₂ + u₁)² = 2k − 4, (u₂ − u₁)² = 2k − 16.

Both are positive for k > 8. The sum exceeds the difference, so both speeds are positive, and they are distinct.

This pair forces a jump. Raise the pressure steadily from zero to a large value and suppose that the boundary stays on the steady curve throughout. Its speed goes from zero to a value above u₂. If the speed varied continuously, it would have to pass through both u₁ and u₂, at different moments and so at different pressures. But these two speeds belong to the same pressure. The speed must be discontinuous somewhere.

**What each derivation assumes**

Both derivations take the steady drag to be a function of the present speed, with fixed solute content and a mobility that does not depend on speed. They differ in what else they need.

The first uses the derivative of the drag and, for the jump itself, a relaxation law. In return it says where the jumps occur. It also carries over to other smooth drag laws: a falling part exists when the steepest fall of drag with speed exceeds 1/M.

The second uses neither a derivative nor a relaxation law. For the jump it needs only that the boundary remain on the steady curve except at the discontinuity. It does not locate the jump within the range of pressures that have several speeds. Its algebra depends on the particular fraction u/(1 + u²), so the number 8 cannot be transferred to another drag law by this route.

**Where the jumps start and end**

At a turning point dF/du = 0, or (1 + x)² + k(1 − x) = 0. Collecting powers gives

x² − (k − 2)x + (1 + k) = 0.

The discriminant is (k − 2)² − 4(1 + k) = k² − 8k, so

x = [k − 2 ± √(k(k − 8))]/2.

The smaller root gives the speed before the upward jump, and the larger one the speed before the downward jump.

To find the speed after a jump, multiply p = F(u) by 1 + u²:

u³ − pu² + (1 + k)u − p = 0.

At a turning point the speed u_f is a double root. Let u_o be the other root. The sum of the roots is p and so is their product:

2u_f + u_o = p, u_f²u_o = p.

Eliminating p gives u_o(u_f² − 1) = 2u_f. The speed ratio across the jump is therefore

u_o/u_f = 2/(u_f² − 1).

Two limits show how the jump develops. Just above threshold, set k = 8 + η with small η. Then √(k(k − 8)) ≈ 2√(2η), and x ≈ 3 ± √(2η). For the upward jump the ratio is 2/(2 − √(2η)) ≈ 1 + √(η/2), so the jump grows continuously from nothing. For large k, √(k² − 8k) ≈ k − 4 − 8/k, and the smaller root is x ≈ 1 + 4/k. The upward ratio is then k/2 to leading order. The next term, x ≈ 1 + 4/k + 16/k², makes it about k/2 − 2. In either form the picture is the same: the boundary leaves close to the drag peak at bv = 1 and lands far beyond it.

**Where a and b come from**

Numbers for a real metal require a model of the solute near the boundary. Let y be the distance from the boundary centre, positive in the direction of motion, and let c(y) be the local solute fraction. A solute atom has energy E(y), negative inside the boundary. Write ε = E/kT, where this k is Boltzmann's constant and appears only in the product kT. With uniform diffusivity D, constant solute flux in the moving frame means

D(dc/dy + c dε/dy) + vc = vC.

An atom pulls the boundary forward with force dE/dy, so with N sites per unit volume the resisting pressure is

G = −N kT ∫ c (dε/dy) dy.

For slow motion write c = C e^(−ε)(1 + h), with h of first order in v. The flux equation gives dh/dy = (v/D)(e^ε − 1). In the drag, −e^(−ε)dε/dy is the derivative of e^(−ε) − 1, which vanishes outside the well. The part without h integrates to zero, and integrating the rest by parts gives

G = N kT C (v/D) ∫ (1 − e^(−ε))(e^ε − 1) dy = 4N kT C (v/D) ∫ sinh²(ε/2) dy.

For fast motion c stays close to C, and the flux equation gives c − C ≈ −(D/v)C dε/dy. Then

G ≈ N kT C (D/v) ∫ (dε/dy)² dy.

At the corners of a well the neglected dc/dy matters only in layers of width about D/v, which is a higher-order correction.

Take a wedge-shaped well of half-width δ and depth E₀, with e = E₀/kT and ε = −e(1 − |y|/δ). The slow integral, including its factor 4, is Aδ with

A = 4[(sinh e)/e − 1].

The fast integral is 2e²/δ. Matching aCv at low speed and aCv/(b²v²) at high speed gives

a = N kT Aδ/D, b = (δ/D)√(A/(2e²)).

**A lead line during a hot anneal**

Consider a lead line at 573 K with 200 ppm of a dilute substitutional solute. The parameters are rough choices of typical order, not measurements: E₀ = 0.10 eV, δ = 0.5 nm, D = 10⁻¹⁴ m²/s, N = 33 nm⁻³ and M = 3×10⁻⁹ m/(s Pa).

Since kT = 0.0494 eV, e = 2.025 and A = 3.353. The matching formulas give a = 4.377×10¹³ Pa s/m and b = 3.197×10⁴ s/m. Therefore

k = (4.377×10¹³)(2×10⁻⁴)(3×10⁻⁹) = 26.3.

The formula allows jumps. Its critical solute content at this temperature and mobility is

C* = 8/(aM) = 8/(1.313×10⁵) = 6.1×10⁻⁵ = 61 ppm.

The turning points follow from √(26.26 × 18.26) = 21.90:

x = (24.26 ± 21.90)/2 = 1.18 and 23.08.

Thus bv = 1.087 and 4.804, or v = 34 and 150 μm/s. The scaled pressure at the first is 1.087 + 26.26 × 1.087/2.18 = 14.2. Dividing by bM = 9.59×10⁻⁵ Pa⁻¹ gives 0.148 MPa. The same calculation at the second gives 0.105 MPa.

On rising pressure the speed jumps at 0.148 MPa from 34 to 375 μm/s, a factor of 11. The leading large-k estimate k/2 would give 13, and k/2 − 2 gives 11. On falling pressure it drops at 0.105 MPa from 150 to 14 μm/s.

The relaxation law was also integrated numerically, with p changing by 10⁻⁴ in each time τ. For k = 26.3 the upward and downward jumps came within 0.1% of the calculated pressures. For k = 7, rising and falling ramps between p = 3 and p = 8 differed by at most 0.011 in bv. This remainder is lag, not hysteresis. Where the slope is F′, the speed changes at the rate 10⁻⁴/F′ per τ, and the equation of motion then gives a lag of 10⁻⁴(1/F′ − 1)/F′. At the smallest slope, 1 − 7/8 = 1/8, this is 0.0056 for each ramp, or 0.011 for the pair.

**How far the number 8 can be trusted**

Cahn's formula joins the correct slow and fast limits, but between them it is an interpolation. The flux equation can be solved directly for the wedge. Behind the boundary c = C, since any other solution grows without limit there, and in each half of the well dε/dy is constant, so c is a constant plus an exponential, except that in the rear half it becomes linear at the single speed where vδ/D = E₀/kT.

Write the resulting drag as G = N kT C f(w), with w = vδ/D. The slope criterion becomes

aCM > A/(steepest fall of f with w).

For the interpolation formula the steepest fall is A/8, which returns 8. For the full profile in this well the threshold is 15.5, so its drag falls only about half as steeply at the steepest point. The threshold is 17.2 for a well of 0.02 eV and 13.8 for one of 0.15 eV, at the same temperature. It is thus not a universal number.

The difference matters here. The critical solute content rises from 61 to 118 ppm. Between these values the formula predicts jumps and the full profile does not. At 200 ppm both predict them, but the full profile places them at 0.109 and 0.097 MPa. The pressure range with several speeds shrinks from 0.043 to 0.012 MPa.

The full profile has a limit of its own, because it treats diffusion as continuous. At its two turning points D/v is only 0.23 and 0.08 nm, less than the 0.29 nm between the most widely spaced atomic planes in lead. If the solute instead hops between planes that far apart, with the energy difference shared equally between forward and backward rates, the critical content comes out near 70 ppm. Jumps at 200 ppm remain, at about 0.123 and 0.090 MPa. If instead only the uphill hops are slowed, by the full Boltzmann factor, the critical content is about 50 ppm and the jumps lie at about 0.108 and 0.070 MPa. The value of 118 ppm therefore belongs to the continuum model and is not a firm correction for the metal.

**The model beside a real line**

The temperature in the example is that of an anneal close to lead's melting point, roughly 600 K, and not one of use. For a columnar boundary with a rough energy of 0.2 J/m², curvature of radius R supplies the pressure 0.2/R. The formula's upward and downward jumps then correspond to R = 1.4 and 1.9 μm, which are plausible grain dimensions in a film. At the speeds just before these jumps, however, such grains would change size within about 0.04 and 0.01 s, and at the speeds just after them within about 0.004 and 0.14 s. A slowly heated film would probably have coarsened before it reached 573 K, so the example illustrates the formula and does not predict a jump in a real anneal. The inputs D, M and E₀ are all uncertain. With the others fixed, halving E₀ would raise the formula's C* to about 280 ppm, and doubling it would lower C* to about 8 ppm. Diffusion inside a boundary can be much faster than in the lattice. If D in the well were ten times larger at fixed M, C* would rise to 609 ppm and the jumps at 200 ppm would disappear. A hundredfold increase would raise C* to about 0.6%. The predicted jumps therefore depend on the solute crossing the boundary about as slowly as it diffuses in the lattice, which the example assumes and does not establish. Real boundaries also differ in mobility and in solute binding, so one line may contain some boundaries above threshold and others below it.

A bare film adds pinning by surface grooves. Let γ_b and γ_s be the boundary and surface energies, with θ = γ_b/γ_s small, and suppose that the grooves form by surface diffusion, which should far outweigh evaporation from hot lead at this scale. The surface flux is proportional to the gradient of curvature. In a groove that moves steadily with the boundary, the surface height is therefore proportional to its own third derivative, and so is the slope s. With distance z from the boundary in a suitable unit, s‴ = s. The solutions that die out are

s = Be^z behind, and s = e^(−z/2)[P cos(√3z/2) + Q sin(√3z/2)] ahead,

where P and Q are here just constants. Curvature and flux are continuous at the boundary, so s′ and s″ match there: −P/2 + √3Q/2 = B and −P/2 − √3Q/2 = B. Hence Q = 0 and B = −P/2. The slope must jump by θ to balance the boundary's pull into the film, so P − B = θ. The slopes are therefore 2θ/3 ahead and −θ/3 behind.

The two surface tensions then differ in their horizontal pull by γ_s[cos(θ/3) − cos(2θ/3)] ≈ γ_sθ²/6 = γ_b²/(6γ_s). This balances the horizontal pull of a boundary tilted by about γ_b/(6γ_s), whatever the speed. With less tilt the boundary cannot carry its groove along steadily. The two surfaces together can thus hold back a pressure

2γ_b[γ_b/(6γ_s)]/h = γ_b²/(3γ_s h).

With γ_s = 0.6 J/m² and thickness h = 1 μm this is 0.022 MPa, or 15% of the formula's upward jump pressure. The output lists 0.067 MPa, three times as much, which applies to grooves formed by evaporation, where the surface behind the boundary is flat. Treated as a constant opposing pressure, groove pinning of either kind raises the pressure needed for motion but leaves the slope, and hence the threshold, unchanged. A capped line needs a different estimate.

Two other assumptions hold better. At rest the solute occupies about 0.15% of the sites at the bottom of the well, so crowding is negligible. The diffusion time across the half-width, δ²/D, is 25 μs, in which a boundary moving at 34 μm/s advances 0.85 nm. At low speed the solute layer ahead of the boundary adjusts more slowly, over a time of about 4D/v², which is 0.2 ms at 14 μm/s. The steady drag law therefore suits pressures that change little over many times the longer of these two times. Both are estimates: between 14 and 34 μm/s the slowest relaxation of the diffusing profile is longer still, by roughly 20 to 40%. Near a turning point the change must be slower still, because the return to the steady speed becomes slow there. The law does not describe the course of the jump itself, for which the single relaxation time τ is only a simple model. The numerical output below gives the remaining values.

Table of computed values

```
threshold of aCM from monotonicity search: 8
temperature: 573 K
thermal energy kT: 0.04938 eV
well depth E0: 0.1 eV
E0/kT: 2.025
well half-width: 0.5 nm
solute diffusivity D: 1e-14 m^2/s
site density: 33 nm^-3
intrinsic mobility M: 3e-09 m/(s Pa)
solute content C: 200 ppm
slow-limit integral A: 3.353
drag coefficient a: 4.377e+13 Pa s/m
drag coefficient b: 3.197e+04 s/m
k = aCM: 26.26
critical solute content C*: 60.93 ppm
inflection speed sqrt(3)/b: 54.18 um/s
inflection pressure at C*: 0.05418 MPa
scaled turning speed, lower: 1.087
scaled turning speed, upper: 4.804
upward jump pressure: 0.1478 MPa
speed before upward jump: 34 um/s
speed after upward jump: 375.3 um/s
upward speed ratio: 11.04
downward jump pressure: 0.1047 MPa
speed before downward jump: 150.3 um/s
speed after downward jump: 13.61 um/s
downward speed ratio: 0.09058
ramp test, upward jump p / formula: 1
ramp test, downward jump p / formula: 0.9991
largest rise-fall gap in bv, example k: 10.95
k of ramp below threshold: 7
largest rise-fall gap in bv, that k: 0.01119
full-profile threshold of aCM: 15.48
its shift on halving the mesh density: 8.538e-05
full-profile critical content: 117.9 ppm
full-profile threshold of aCM, E0 = 0.02 eV: 17.15
full-profile threshold of aCM, E0 = 0.15 eV: 13.79
full-profile upward jump pressure: 0.1088 MPa
full-profile downward jump pressure: 0.09724 MPa
full-profile speed before upward jump: 43.56 um/s
full-profile speed before downward jump: 128 um/s
site filling at well bottom, at rest: 0.001516
C* if D is ten times larger: 609.3 ppm
relaxation time delta^2/D: 25 us
boundary energy (rough): 0.2 J/m^2
surface energy (rough): 0.6 J/m^2
radius of curvature at upward jump: 1.353 um
radius of curvature at downward jump: 1.91 um
film thickness: 1 um
groove pinning pressure, bare film: 0.06667 MPa
```
